\section*{Displacement current, charge conservation and voltage-shift invariance in ac transport}

\section{What symmetry demands}

A conductor touches two contacts, $L$ and $R$, and faces a gate $g$ that exchanges no electrons with it. In linear response at frequency $\omega>0$, the current into electrode $a$ from the external circuit is
\begin{equation}
 J_a^{\rm tot}=\sum_b Y_{ab}v_b ,\qquad a,b\in\{L,R,g\}.
\end{equation}
Two requirements restrict $Y$. The whole system, electrodes included, stays neutral, so the currents add to zero for any drive. A common shift of all potentials changes no potential difference, so it drives no current:
\begin{equation}
 \sum_a Y_{ab}=0,\qquad \sum_b Y_{ab}=0. \label{sym}
\end{equation}
Two kinds of term with the dimension of $Y$ will appear below: a transmission part, a dimensionless factor times $e^2/h$, and a storage part, $\omega$ times a capacitance.

Particle currents alone cannot meet these demands in general. No particle enters the gate, so conservation among them would require $J_L+J_R=0$ at every instant, and the number $N$ of electrons inside could never change. What holds instead is continuity,
\begin{equation}
 J_L+J_R=\frac{dN}{dt}\;\longrightarrow\;-i\omega\,\delta N , \label{cont}
\end{equation}
with time factor $e^{-i\omega t}$. The sum vanishes in the dc limit, or when the conductor is forced to stay neutral.

The field of the stored charge supplies the missing current. From $\nabla\cdot\mathbf j=-\partial_t\rho$ and $\nabla\cdot\mathbf D=\rho$ follows $\nabla\cdot(\mathbf j+\partial_t\mathbf D)=0$. This needs $\mathbf D$ to be the field of the same $\rho$ that the particles carry. Self-consistency asks for more: the particles must also move in the potential of that field.

\section{Model and conventions}

Atomic units are used in the algebra. The conductor is one level with $n$ equivalent flavours, mean energy $\varepsilon$ and tunnelling widths $\Gamma_L,\Gamma_R$. Let $\Gamma=\Gamma_L+\Gamma_R$, $\gamma_\alpha=\Gamma_\alpha/\Gamma$ for the contacts, $\gamma_g=0$, and $x=\mu-\varepsilon$ with $\mu$ the Fermi energy. The leads have wide bands and zero temperature.

The $v_a$ and $u$ are ac potential \emph{energies} of an electron on electrode $a$ and on the level; $J_a$ counts electrons entering. Charge and potential both change sign relative to the electrical quantities, so $J/v$ equals electrical current over voltage. A contact voltage moves the band of that lead together with its filling. Interactions enter through a uniform, time-dependent Hartree potential $u$.

\section{First contribution: particles}

\subsection{Only potential differences enter}

Let $d$ be the level amplitude of an electron arriving from contact $\alpha$ at energy $E$, measured from the unshifted band. Lead states of that contact carry the extra phase $\varphi_\alpha=\int^t v_\alpha dt'$. Eliminating the lead amplitudes leaves a memory kernel $\sum_k t_k^2e^{-i\varepsilon_k\tau}$ for each lead, where $t_k$ are the tunnelling elements and $\varepsilon_k$ the lead energies. For a wide band it is
\[
\int\frac{dE'}{2\pi}\,\Gamma_\beta e^{-iE'\tau}=\Gamma_\beta\,\delta(\tau).
\]
Half of the delta function lies in the past, which gives the decay term $-i\Gamma_\beta/2$; at $\tau=0$ the lead phase cancels from it. Therefore
\begin{equation}
 i\dot d=(\varepsilon+u-i\Gamma/2)d+s_\alpha e^{-iEt-i\varphi_\alpha},
 \qquad s_\alpha=\sqrt{\Gamma_\alpha/2\pi}.
\end{equation}
Set $d=b\,e^{-iEt-i\varphi_\alpha}$. Differentiating the phase produces $(E+v_\alpha)b$ on the left, so
\begin{equation}
 i\dot b=(\varepsilon+u-v_\alpha-i\Gamma/2-E)\,b+s_\alpha . \label{b}
\end{equation}
Only $u-v_\alpha$ appears. The particle currents are thus invariant if $u$ moves with the contacts, and generally not if $u$ is held still.

\subsection{Stored number}

Write $w=v_\alpha-u$ for the component at $e^{-i\omega t}$ and $G(E)=1/(E-\varepsilon+i\Gamma/2)$. The static solution of (\ref{b}) is $b_0=s_\alpha G(E)$. To first order, the components at $e^{\mp i\omega t}$ are
\begin{equation}
 b_+=-w\,s_\alpha G(E+\omega)G(E),\qquad
 b_-=-w^*s_\alpha G(E-\omega)G(E).
\end{equation}
The corresponding part of $|b|^2$ is $b_+b_0^*+b_0b_-^*$. Since $1/G(E+\omega)-1/G(E)=\omega$,
\begin{align}
 G(E+\omega)G(E)&=[G(E)-G(E+\omega)]/\omega,\\
 G^*(E-\omega)G^*(E)&=[G^*(E-\omega)-G^*(E)]/\omega .
\end{align}
After insertion the terms $G(E)G^*(E)$ cancel, leaving
\begin{equation}
 \delta|b|^2=\frac{w s_\alpha^2}{\omega}
 \left[G(E+\omega)G^*(E)-G(E)G^*(E-\omega)\right].
\end{equation}
Integrate over the occupied energies $E<\mu$. Replacing $E$ by $E+\omega$ in the second term makes its integrand equal to the first, but with upper limit $\mu-\omega$. Only a window of width $\omega$ survives. The number fed by contact $\alpha$ is
\begin{equation}
 \delta N_\alpha=\gamma_\alpha\Pi\,(v_\alpha-u),\qquad
 \Pi=\frac{n\Gamma}{2\pi\omega}\int_{\mu-\omega}^{\mu}\!dE\;G(E+\omega)G^*(E).
\end{equation}
Because $1/G(E+\omega)-1/G^*(E)=\omega+i\Gamma$, the integrand equals $[G^*(E)-G(E+\omega)]/(\omega+i\Gamma)$. The two integrals are
\begin{equation}
 \ln\frac{x-i\Gamma/2}{x-\omega-i\Gamma/2}\quad\text{and}\quad
 \ln\frac{x+\omega+i\Gamma/2}{x+i\Gamma/2},
\end{equation}
and their difference gives
\begin{equation}
 \Pi=\frac{n\Gamma}{2\pi\omega(\omega+i\Gamma)}
 \ln\frac{x^2+\Gamma^2/4}{x^2-(\omega+i\Gamma/2)^2}. \label{Pi}
\end{equation}
The last denominator has imaginary part $-\omega\Gamma$ and never crosses the negative real axis, so the principal logarithm applies. It also equals $x^2+\Gamma^2/4-\omega(\omega+i\Gamma)$; expanding the logarithm for small $\omega$ gives $\Pi\to n\Gamma/[2\pi(x^2+\Gamma^2/4)]$, the density of states. It acts as a capacitance of quantum origin.

\subsection{Current at each contact}

Equation (\ref{b}) gives $d|b|^2/dt=-\Gamma|b|^2+2\,{\rm Im}(b^*s_\alpha)$: loss to both leads, and injection from lead $\alpha$. Summed over occupied states, the ac injection must therefore be $(\Gamma-i\omega)\delta N_\alpha$. Electrons of either origin escape into lead $\alpha$ at rate $\Gamma_\alpha$, so
\begin{equation}
 J_\alpha=(\Gamma-i\omega)\,\delta N_\alpha-\Gamma_\alpha\,\delta N .
\end{equation}
With $\bar v=\sum_\beta\gamma_\beta v_\beta$ and $\delta N=\sum_\beta\delta N_\beta=\Pi(\bar v-u)$,
\begin{align}
 J_\alpha&=\gamma_\alpha\Pi\left[(\Gamma-i\omega)(v_\alpha-u)-\Gamma(\bar v-u)\right]\nonumber\\
 &=\gamma_\alpha\Pi\left[\Gamma(v_\alpha-\bar v)-i\omega(v_\alpha-u)\right]. \label{J}
\end{align}
The first term is transmission: it sums to zero over contacts and ignores a common shift. The second is storage. With $u$ frozen at zero, the contact matrix has column sums $-i\omega\Pi\gamma_\beta$ and row sums $-i\omega\Pi\gamma_\alpha$. The same term spoils both properties.

\subsection{Its weight in an example}

Take $n=4$, $\Gamma_L=0.0012$ eV, $\Gamma_R=0.0008$ eV, $x=0.0005$ eV and $\omega=0.0001$ eV (24 GHz). Then $\gamma_L=0.6$ and (\ref{Pi}) gives $\Pi=1014+81i$ eV$^{-1}$. Only $L$ is driven, and results are per unit $v_L$. Since $e^2/h=1/2\pi$ in these units, a factor $2\pi$ converts to $e^2/h$. With $u=0$,
\begin{align}
 J_L&=3.089-0.137i,\qquad J_R=-3.058-0.245i,\\
 J_L+J_R&=-2\pi i(0.0001)(1014+81i)(0.6)=0.031-0.382i .
\end{align}
The imbalance is about 12\% of the transmitted current. It is mostly capacitive; its small real part comes from ${\rm Im}\,\Pi$, the lag of the stored number behind the drive. A common shift of the contacts at frozen $u$ drives this same current into $L$, and $0.020-0.255i$ into $R$.

\section{Second contribution: the internal potential}

Let $C_a$ be the capacitance between the level and electrode $a$, and $C_\Sigma=\sum_aC_a$. Electrostatics gives the level's charge as $-\delta N=\sum_aC_a(U-V_a)$ in voltages. With $U=-u$ and $V_a=-v_a$,
\begin{equation}
 \delta N=\sum_a C_a(u-v_a). \label{poisson}
\end{equation}
Added electrons raise $u$, as repulsion requires. Equating this to $\Pi(\bar v-u)$ and collecting $u$,
\begin{equation}
 u=\frac{\sum_a A_av_a}{\sum_a A_a},\qquad A_a=\Pi\gamma_a+C_a . \label{u}
\end{equation}
The weights add to one, so a common shift of all three electrodes moves $u$ by the same amount, and every current in (\ref{J}) then vanishes.

For $C_L=40$, $C_R=60$, $C_g=700$ e/V,
\begin{equation}
 \frac{u}{v_L}=\frac{0.6(1014+81i)+40}{(1014+81i)+800}=0.358+0.011i .
\end{equation}
The weights of $R$ and $g$ are $0.257+0.006i$ and $0.385-0.017i$. Screening reduces the stored number, and the particle sum falls to $0.005-0.155i$, some 40\% of its frozen value. It does not fall to zero: screening by itself restores invariance of the particle currents, not their balance.

\section{Third contribution: displacement current}

The field lines counted in (\ref{poisson}) end on surface charge of the electrodes, $C_a(v_a-u)$ electrons on electrode $a$. The circuit must supply these too. Assuming that each lead is otherwise neutral,
\begin{equation}
 J_a^{\rm tot}=J_a-i\omega C_a(v_a-u). \label{tot}
\end{equation}
By (\ref{poisson}) the surface numbers add to $-\delta N$, so the displacement currents add to $+i\omega\,\delta N$ and cancel (\ref{cont}).

In the example, the displacement currents at $L$, $R$ and $g$ are
\begin{equation}
 -0.016i,\qquad +0.013i,\qquad +0.157i ,
\end{equation}
apart from real parts of at most $0.005$. The two contacts nearly offset each other. The gate term is $2\pi i\,\omega C_gu/v_L$, of size $2\pi(0.0001)(700)(0.358)=0.157$, and carries nearly all the balance. The total currents are
\begin{equation}
\begin{aligned}
 J_L^{\rm tot}&=3.073-0.017i,\\
 J_R^{\rm tot}&=-3.069-0.141i,\\
 J_g^{\rm tot}&=-0.005+0.157i ,
\end{aligned}
\end{equation}
in $e^2/h$, with sum zero before rounding. In engineering units $Y_{LL}=119.1-0.6i\ \mu$S.

\section{Which ingredient restores what}

Suppose $u=\sum_bw_bv_b$ with weights not yet specified. Equations (\ref{J}) and (\ref{tot}) combine to
\begin{equation}
 Y_{ab}=\Pi\Gamma(\gamma_a\delta_{ab}-\gamma_a\gamma_b)-i\omega A_a(\delta_{ab}-w_b).
\end{equation}
The transmission part has zero row and column sums. The remainder gives
\begin{align}
 \sum_bY_{ab}&=-i\omega A_a\Bigl(1-\sum_bw_b\Bigr),\\
 \sum_aY_{ab}&=-i\omega\Bigl(A_b-w_b\sum_aA_a\Bigr).
\end{align}
Invariance asks only that the weights add to one. Conservation fixes each weight at $w_b=A_b/\sum_aA_a$, the self-consistent value, and those weights add to one. As long as one and the same $u$ enters (\ref{J}) and (\ref{tot}), conservation therefore implies invariance, while the converse fails. Setting $u$ to the plain mean of the three electrodes shows this numerically: the row sums vanish, but the largest column sum is 2.8\% of the largest $|Y_{ab}|$. The implication rests on that single $u$. If $u$ is frozen at zero in (\ref{J}) while the potential in (\ref{tot}) is taken from (\ref{poisson}) with $\delta N=\Pi\bar v$, the displacement currents still add to $+i\omega\,\delta N$ and the column sums vanish, but the row sums reach 18\% of the largest entry. A conserved total current alone is thus no proof of self-consistency.

With the self-consistent weights,
\begin{equation}
 Y_{ab}=\Pi\Gamma(\gamma_a\delta_{ab}-\gamma_a\gamma_b)
 -i\omega\left[A_a\delta_{ab}-\frac{A_aA_b}{\sum_cA_c}\right], \label{Y}
\end{equation}
which has the form demanded by (\ref{sym}). The result needs every electrode on which field lines end. An uncounted grounded conductor with capacitance $C_0$ to the level would add $C_0$ to the denominator of (\ref{u}); the weights would then add to less than one, and both sums over the listed electrodes would fail.

Two numerical tests bear on these formulas. Equation (\ref{b}) was integrated in time with self-consistent $u$ and a sinusoidal drive of $10^{-5}$ eV on each electrode in turn, for the example's parameters. The extracted matrix agrees with (\ref{Y}) to $7\times10^{-5}$ of its largest entry. The wide-band step was tested separately by diagonalizing a level coupled to two bands of 500 states each, with half-width $50\Gamma$, $x=0.3\Gamma$, $\gamma_L=0.6$, $k_BT=0.15\Gamma$ and complex frequency $(0.4+0.5i)\Gamma$. Its linear response differs from the thermally averaged formulas by at most 1.1\% of the largest entry.

\section{Limits}

\paragraph{Slow drive.} As $\omega\to0$, storage disappears and $-Y_{LR}\to\Pi\Gamma\gamma_L\gamma_R=nT/2\pi$, with $T=\Gamma_L\Gamma_R/(x^2+\Gamma^2/4)$. This $T$ is the transmission probability: an incident flux $1/2\pi$ per unit energy from $R$ maintains $\Gamma_R|G|^2/2\pi$ electrons on the level, which leave to $L$ at rate $\Gamma_L$. Here $T=0.96/1.25=0.768$, and the conductance is $4T=3.07\,e^2/h$.

\paragraph{Enforced neutrality.} If $C_\Sigma\to0$ at fixed $\Pi$, (\ref{u}) gives $u\to\bar v$ and $\delta N\to0$. The particle currents then balance on their own, because charging the level would cost unlimited energy. The limit is a formal one of the mean-field equations: it takes the charging energy $1/C_\Sigma$ far above the width, where a Hartree potential no longer describes a real dot. With all capacitances of the example reduced tenfold, the imbalance is 7\% of its frozen value and the charging energy is already about $6\Gamma$.

\paragraph{Dominant gate.} If $C_g\to\infty$ with $v_g=0$, then $u\to0$ and the frozen result for the particles returns. The gate current does not vanish: $i\omega C_gu\to i\omega\sum_{b\ne g}A_bv_b$, since $u$ falls as $1/C_g$. In this limit the gate current balances the particle sum and the displacement currents at the contacts together.

\paragraph{Gate not shifted.} Moving $L$ and $R$ together against a fixed gate is a physical change. By the two sum rules, the total current into the contacts per unit shift equals $Y_{gg}=-i\omega C_\mu$, where
\begin{equation}
 C_\mu=C_g-\frac{C_g^2}{\sum_aA_a}=\frac{C_g(C_L+C_R+\Pi)}{C_\Sigma+\Pi}.
\end{equation}
Here $C_\mu=430+12i$ e/V, well below the geometric 700 e/V, because the finite density of states lets $u$ follow the gate in part.

\section{Comparison with a real device}

The parameters lie in the regime of a carbon-nanotube dot about 3000 \AA\ long, with fourfold levels, transparent contacts and a close gate, the tube being fully embedded in a high-permittivity oxide; all values are rough. A wire of radius 10 \AA\ whose axis lies 60 \AA\ from a plane, in a medium of relative permittivity 16, has a capacitance of about 670 e/V, near the chosen $C_g$. A tube lying on top of the oxide, with air above it, would have less than half of this, and less still if a small gap separates tube and oxide; its charging energy would then exceed the width. The width of 2 meV exceeds the charging energy $1/C_\Sigma=1.25$ meV. In the opposite, Coulomb-blockade regime, where the charging energy is much larger than both the width and the thermal energy, this mean-field treatment fails. Even here the ratio of charging energy to $\pi\Gamma/2$ is 0.40, so correlation corrections need not be small, and they are not computed. Hartree screening also lets each flavour repel itself; removing that changes $Y$ by up to 1.1\% of its largest entry. That entry is set by transmission, and the storage terms move much more: the particle imbalance by 16\%, the gate current for a drive on $L$ by 14\%, and the real part of $C_\mu$ from 430 to 486 e/V. A temperature of 1 K changes $Y$ by 0.5\% of its largest entry. For an assumed electron velocity of $8\times10^5$ m/s, neighbouring levels lie 5.5 meV apart (Planck's constant times the velocity, divided by twice the length) and would add about 13\% to the density of states. By (\ref{poisson}) and (\ref{u}) the stored number scales as $\Pi/(\Pi+C_\Sigma)$, so the imbalance would grow by 5 to 6\% if those levels shared the same $\gamma_\alpha$. The transit phase along the dot, $\omega$ times the length over the velocity, is 0.06 rad, so delay along the dot is small. This does not exclude a variation of the potential along the dot, which exists even for slow drive and which a uniform $u$ neglects.

The model also leaves out direct capacitance between the electrodes. Such a capacitance adds a matrix with zero row and column sums, so conservation and invariance survive, but individual currents change. The gate current found above corresponds to an effective $700\times0.358\approx250$ e/V, or $0.04$ fF. A stray capacitance of that size between $L$ and $g$ would double it, and one of 1 fF would add about 25 times as much. The numerical output lists the remaining values.

\section*{Table of computed values}
\begin{verbatim}
flavours: 4
Gamma_L: 0.0012 eV
Gamma_R: 0.0008 eV
Fermi energy minus level: 0.0005 eV
hbar omega: 0.0001 eV
frequency: 24.18 GHz
capacitance C_L: 40 e/V
capacitance C_R: 60 e/V
capacitance C_g: 700 e/V
Pi: 1013.9729 +81.3124i 1/eV
frozen u, drive L: particle L: 3.0887 -0.1370i e^2/h
frozen u, drive L: particle R: -3.0581 -0.2452i e^2/h
frozen u, drive L: particle sum: 0.0307 -0.3823i e^2/h
frozen u, common shift: particle L: 0.0307 -0.3823i e^2/h
frozen u, common shift: particle R: 0.0204 -0.2548i e^2/h
self-consistent u per potential on L: 0.3579 +0.0109i
self-consistent u per potential on R: 0.2570 +0.0064i
self-consistent u per potential on g: 0.3851 -0.0173i
screened, drive L: particle L: 3.0736 -0.0005i e^2/h
screened, drive L: particle R: -3.0682 -0.1542i e^2/h
screened, drive L: particle sum: 0.0055 -0.1548i e^2/h
screened, drive L: displacement L: -0.0003 -0.0161i e^2/h
screened, drive L: displacement R: -0.0004 +0.0135i e^2/h
screened, drive L: displacement g: -0.0048 +0.1574i e^2/h
screened, drive L: total L: 3.0733 -0.0167i e^2/h
screened, drive L: total R: -3.0686 -0.1407i e^2/h
screened, drive L: total g: -0.0048 +0.1574i e^2/h
screened, drive L: sum of totals: 0.0000 +0.0000i e^2/h
screened, common shift: total L: 0.0000 +0.0000i e^2/h
screened, common shift: total R: 0.0000 +0.0000i e^2/h
screened, common shift: total g: 0.0000 +0.0000i e^2/h
total L, drive L, converted: 119.0623 -0.6460i uS
time propagation, drive L: total L: 3.0733 -0.0165i e^2/h
time propagation, drive L: total R: -3.0685 -0.1408i e^2/h
time propagation, drive L: total g: -0.0048 +0.1574i e^2/h
largest time-propagation deviation / max|Y|: 6.7274e-05
largest Kubo deviation / largest entry: 0.010841
u = mean of electrodes: conservation defect / max|Y|: 0.028453
u = mean of electrodes: invariance defect / max|Y|: 0
gate electrochemical capacitance C_mu: 430.4164 +12.0842i e/V
dc conductance from transmission: 3.072 e^2/h
rough dot length: 3000 angstrom
rough gate capacitance of wire over plane: 672.63 e/V
temperature for estimate: 1 K
thermal change of Y / max|Y|: 0.0050561
level spacing: 0.0055142 eV
neighbour levels / kept density of states: 0.13437
charging energy e^2/C_total: 0.00125 eV
charging energy / (pi Gamma/2): 0.39789
self-repulsion change of Y / max|Y|: 0.011423
transit phase omega L/v: 0.056973 rad
\end{verbatim}
